# Laminar water cooling in a 100 µm channel: size and scaling: a numerical check

```python
"""
Result under test: developed laminar water flow with Nu = 4 in a channel of
hydraulic diameter D = 100 um has h = Nu*k/D = 24 kW/(m^2 K).
Symbols: h wall heat-transfer coefficient on wetted area, k conductivity,
D = 4*area/perimeter, Nu = h*D/k, U mean speed, q wall heat flux,
Re = rho*U*D/mu, Pr = mu*c/k, Pe = Re*Pr, x = z/(D*Pe) scaled distance.
Nu is computed for several shapes; numerical solutions of the momentum and
energy equations test the closed forms, the series and the final estimate.
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import splu

# Round model parameters, SI units
k, rho, c, mu = 0.6, 1000.0, 4200.0, 1.0e-3
D, U, L, q = 100e-6, 1.0, 0.010, 200e3
Nu_target = 4.0


def radial_cells(power, n):
    """Conduction matrix with cold wall, cell volumes, centres, wall link.
    power = 0: half of a plane slot; power = 1: round tube of unit radius."""
    faces = np.linspace(0.0, 1.0, n + 1)
    centres = 0.5 * (faces[1:] + faces[:-1])
    volumes = np.diff(faces ** (power + 1)) / (power + 1)
    links = faces[1:-1] ** power * n
    matrix = np.zeros((n, n))
    i = np.arange(n - 1)
    matrix[i, i] += links
    matrix[i + 1, i + 1] += links
    matrix[i, i + 1] -= links
    matrix[i + 1, i] -= links
    wall_link = 2.0 * n
    matrix[-1, -1] += wall_link
    return matrix, volumes, centres, wall_link


def numerical_nu_constant_flux(power, n=400):
    matrix, volumes, _, wall_link = radial_cells(power, n)
    speed = np.linalg.solve(matrix, volumes)
    speed /= np.sum(volumes * speed) / np.sum(volumes)
    difference = np.linalg.solve(matrix, volumes * speed)
    bulk = np.sum(volumes * speed * difference) / np.sum(volumes * speed)
    diameter = 4.0 / (power + 1)
    return wall_link * difference[-1] * diameter / bulk


Nu_round_flux = 48.0 / 11.0
Nu_plates = 140.0 / 17.0
Nu_round_num = numerical_nu_constant_flux(1)
Nu_plates_num = numerical_nu_constant_flux(0)
assert abs(Nu_round_num / Nu_round_flux - 1) < 1e-3
assert abs(Nu_plates_num / Nu_plates - 1) < 1e-3


def series_wall(lam2, derivative=False, terms=80):
    """Value or slope at r=1 of the regular solution of
    (r f')'/r + lam2*(1-r^2)*f = 0 with f(0)=1."""
    previous, current = 0.0, 1.0
    total = 0.0 if derivative else 1.0
    for n in range(1, terms):
        following = -lam2 * (current - previous) / (4.0 * n * n)
        total += 2 * n * following if derivative else following
        previous, current = current, following
    return total


# Constant wall temperature: series root against matrix diagonalization
lam2_cold = brentq(series_wall, 4.0, 12.0)
Nu_round_temp = lam2_cold / 2.0
matrix, volumes, centres, wall_link = radial_cells(1, 300)
weight = volumes * (1 - centres**2)
_, vectors = eigh(matrix, np.diag(weight), subset_by_index=[0, 0])
mode = vectors[:, 0]
mode_bulk = np.sum(weight * mode) / np.sum(weight)
Nu_temp_num = 2.0 * wall_link * mode[-1] / mode_bulk
assert abs(Nu_temp_num / Nu_round_temp - 1) < 1e-3


def rectangle_series(a, b, highest=199):
    """Nu and mean of w, where laplacian(w) = -1 and w = 0 on the wall."""
    odd = np.arange(1, highest + 1, 2, dtype=float)
    m, n = np.meshgrid(odd, odd, indexing="ij")
    K = np.pi**2 * ((m / a) ** 2 + (n / b) ** 2)
    coefficient = 16.0 / (np.pi**2 * m * n * K)
    mean_w = np.sum(coefficient * 4.0 / (np.pi**2 * m * n))
    diameter = 2 * a * b / (a + b)
    nu = diameter**2 * mean_w**2 / np.sum(coefficient**2 / K)
    return nu, mean_w


Nu_square = rectangle_series(1.0, 1.0)[0]
Nu_two = rectangle_series(2.0, 1.0)[0]
ratio = brentq(lambda s: rectangle_series(s, 1.0)[0] - Nu_target, 1.0, 4.0)
short_side = D * (1 + ratio) / (2 * ratio)
long_side = ratio * short_side
mean_w = rectangle_series(long_side, short_side)[1]
pressure_drop = mu * U * L / mean_w


def rectangle_direct(a, b, n=100):
    """Finite-difference flow and temperature in SI units.
    Returns h, pressure drop, and viscous power / pumping power."""
    dx, dy = a / (n + 1), b / (n + 1)
    second = diags([-np.ones(n - 1), 2 * np.ones(n), -np.ones(n - 1)],
                   [-1, 0, 1])
    one = identity(n)
    operator = kron(second / dx**2, one) + kron(one, second / dy**2)
    solver = splu(operator.tocsc())
    area, perimeter = a * b, 2 * (a + b)
    speed = solver.solve(np.ones(n * n) / mu)
    mean_speed = np.sum(speed) * dx * dy / area
    gradient = U / mean_speed
    speed *= gradient
    bulk_slope = q * perimeter / (rho * c * U * area)
    difference = solver.solve(rho * c * speed * bulk_slope / k)
    bulk = np.sum(speed * difference) / np.sum(speed)
    t = difference.reshape(n, n)
    wall_heat = k * (np.sum(t[0] + t[-1]) * dy / dx
                     + np.sum(t[:, 0] + t[:, -1]) * dx / dy)
    h_direct = wall_heat / perimeter / bulk
    full = np.pad(speed.reshape(n, n), 1)
    gx, gy = np.gradient(full, dx, dy, edge_order=2)
    edge = np.ones(n + 2)
    edge[[0, -1]] = 0.5
    viscous = mu * np.sum(np.outer(edge, edge) * (gx**2 + gy**2)) * dx * dy
    return h_direct, gradient * L, viscous / (gradient * U * area)


h = Nu_target * k / D
h_direct, pressure_direct, power_ratio = rectangle_direct(long_side, short_side)
assert abs(h_direct / h - 1) < 2e-3
assert abs(h_direct / 24e3 - 1) < 2e-3
assert abs(pressure_direct / pressure_drop - 1) < 2e-3
assert abs(power_ratio - 1) < 5e-3
h_square_direct = rectangle_direct(D, D)[0]
assert abs(h_square_direct * D / k / Nu_square - 1) < 2e-3

# Thermal entry of a round tube: unit radius, conductivity and wall flux
matrix, volumes, centres, wall_link = radial_cells(1, 160)
matrix[-1, -1] -= wall_link
speed = 2 * (1 - centres**2)
speed *= np.sum(volumes) / np.sum(volumes * speed)
rate = -4 * matrix / (volumes * speed)[:, None]
source = np.zeros(len(centres))
source[-1] = 4 / (volumes[-1] * speed[-1])
entry = solve_ivp(lambda x, y: rate @ y + source, (0.0, 0.5),
                  np.zeros(len(centres)), method="Radau", jac=rate,
                  dense_output=True, rtol=1e-7, atol=1e-9)
assert entry.success


def bulk_temperature(x):
    return np.sum(volumes * speed * entry.sol(x)) / np.sum(volumes * speed)


def wall_difference(x):
    return entry.sol(x)[-1] + 1 / wall_link - bulk_temperature(x)


final_difference = wall_difference(0.5)
assert abs(2 / final_difference / Nu_round_flux - 1) < 2e-3
lam2_entry = brentq(lambda s: series_wall(s, True), 15.0, 40.0)
scan = [series_wall(s, True) for s in np.linspace(0.1, 15.0, 100)]
assert max(scan) < 0 or min(scan) > 0
excess = [final_difference - wall_difference(x) for x in (0.08, 0.12)]
measured_decay = np.log(excess[0] / excess[1]) / 0.04
assert abs(measured_decay / (2 * lam2_entry) - 1) < 5e-3
local_nu = np.array([2 / wall_difference(x)
                     for x in np.geomspace(0.002, 0.15, 40)])
assert np.all(np.diff(local_nu) < 0)

Re, Pr = rho * U * D / mu, mu * c / k
Pe = Re * Pr
x_five = brentq(lambda x: final_difference / wall_difference(x) - 1.05,
                0.002, 0.2)
entry_length = x_five * D * Pe
decay_length = D * Pe / (2 * lam2_entry)
x_exit = L / (D * Pe)
exit_excess = final_difference / wall_difference(x_exit) - 1
bulk_rise = 4 * q * L / (rho * c * U * D)
bulk_rise_direct = bulk_temperature(x_exit) * q * D / (2 * k)
assert abs(bulk_rise_direct / bulk_rise - 1) < 1e-3
assert Re < 2000 and entry_length < L
viscous_rise = pressure_drop / (rho * c)
assert viscous_rise < 0.01 * bulk_rise

print(f"Water conductivity k: {k:.1f} W/(m K)")
print(f"Density: {rho:.0f} kg/m^3; heat capacity: {c:.0f} J/(kg K)")
print(f"Viscosity: {mu*1e3:.1f} mPa s")
print(f"Hydraulic diameter: {D*1e6:.0f} um; length: {L*1e3:.0f} mm")
print(f"Mean speed: {U:.1f} m/s; wetted-wall flux: {q/1e3:.0f} kW/m^2")
print(f"h for Nu = {Nu_target:.0f}: {h/1e3:.2f} kW/(m^2 K)"
      f" = {h/1e4:.2f} W/(cm^2 K)")
print(f"h from direct 2D solution: {h_direct/1e3:.2f} kW/(m^2 K)")
print(f"Side ratio giving Nu = 4: {ratio:.3f} (dimensionless)")
print(f"Channel sides: {long_side*1e6:.1f} um and {short_side*1e6:.1f} um")
print("Shape and wall condition: Nu (dimensionless), h in kW/(m^2 K)")
for label, nu in (("round, constant wall temperature", Nu_round_temp),
                  ("round, constant flux", Nu_round_flux),
                  ("square, constant axial heat input", Nu_square),
                  ("2:1 rectangle, constant axial heat input", Nu_two),
                  ("parallel plates, both heated", Nu_plates)):
    print(f"  {label}: Nu {nu:.3f}, h {nu*k/D/1e3:.1f}")
print(f"Finite-volume Nu, round constant flux: {Nu_round_num:.4f}")
print(f"Finite-volume Nu, plates: {Nu_plates_num:.4f}")
print(f"Diagonalized Nu, round constant temperature: {Nu_temp_num:.4f}")
print(f"Series root lambda^2, constant temperature: {lam2_cold:.4f}")
print(f"Series root lambda_1^2, entry with flux: {lam2_entry:.3f}")
print(f"Entry decay rate 2 lambda_1^2: {2*lam2_entry:.2f} (per unit x)")
print(f"Entry decay rate from direct solution: {measured_decay:.2f}")
print(f"Re: {Re:.0f}; Pr: {Pr:.1f}; Pe: {Pe:.0f} (dimensionless)")
print(f"Thermal decay length, round tube: {decay_length*1e3:.2f} mm")
print(f"Distance to within 5% of final Nu: {entry_length*1e3:.2f} mm")
print(f"Local Nu excess at exit, round tube: {exit_excess*100:.3f} %")
print(f"Wall minus bulk water temperature: {q/h:.2f} K")
print(f"Bulk water temperature rise: {bulk_rise:.2f} K")
print(f"Wall above inlet water at exit: {bulk_rise+q/h:.2f} K")
print(f"Pressure drop, developed flow: {pressure_drop/1e3:.1f} kPa")
print(f"Pressure drop from direct solution: {pressure_direct/1e3:.1f} kPa")
print(f"Viscous temperature rise: {viscous_rise*1e3:.2f} mK")
print(f"Viscous power / pumping power: {power_ratio:.4f} (dimensionless)")
print("verified")
```

Printed output:

```
Water conductivity k: 0.6 W/(m K)
Density: 1000 kg/m^3; heat capacity: 4200 J/(kg K)
Viscosity: 1.0 mPa s
Hydraulic diameter: 100 um; length: 10 mm
Mean speed: 1.0 m/s; wetted-wall flux: 200 kW/m^2
h for Nu = 4: 24.00 kW/(m^2 K) = 2.40 W/(cm^2 K)
h from direct 2D solution: 23.99 kW/(m^2 K)
Side ratio giving Nu = 4: 1.823 (dimensionless)
Channel sides: 141.2 um and 77.4 um
Shape and wall condition: Nu (dimensionless), h in kW/(m^2 K)
  round, constant wall temperature: Nu 3.657, h 21.9
  round, constant flux: Nu 4.364, h 26.2
  square, constant axial heat input: Nu 3.608, h 21.6
  2:1 rectangle, constant axial heat input: Nu 4.123, h 24.7
  parallel plates, both heated: Nu 8.235, h 49.4
Finite-volume Nu, round constant flux: 4.3637
Finite-volume Nu, plates: 8.2353
Diagonalized Nu, round constant temperature: 3.6568
Series root lambda^2, constant temperature: 7.3136
Series root lambda_1^2, entry with flux: 25.680
Entry decay rate 2 lambda_1^2: 51.36 (per unit x)
Entry decay rate from direct solution: 51.36
Re: 100; Pr: 7.0; Pe: 700 (dimensionless)
Thermal decay length, round tube: 1.36 mm
Distance to within 5% of final Nu: 3.01 mm
Local Nu excess at exit, round tube: 0.028 %
Wall minus bulk water temperature: 8.33 K
Bulk water temperature rise: 19.05 K
Wall above inlet water at exit: 27.38 K
Pressure drop, developed flow: 30.5 kPa
Pressure drop from direct solution: 30.5 kPa
Viscous temperature rise: 7.26 mK
Viscous power / pumping power: 1.0010 (dimensionless)
verified
```
